Why bamboo grain boundaries slow electromigration, and when they do not

**1. What a boundary count gets wrong**

Take a metal line 1000 nm wide in which one grain boundary crosses the line every 2000 nm. At 500 K let atoms diffuse in the boundary, a layer 0.5 nm thick, at 8.80×10⁴ nm²/s, while the rest of the line has a mean diffusivity of 2.62 nm²/s. Weighting the boundary by its volume fraction adds

8.80×10⁴ × 0.5 × 1000/(2000 × 1000) = 22 nm²/s,

so the line should carry more than nine times the atomic flux of a line without boundaries. In the model below it carries the same flux. The count ignores direction and continuity: a fast path helps transport along the line if the force drives atoms along it and if it leads somewhere.

A line is called bamboo when its boundaries cross it from one side wall to the other, one after another, without touching each other. (Inclined boundaries that met at the walls would form an unbroken path along the line.) In a polycrystalline line several grains lie side by side, and boundaries join into paths running along the line. I take each contribution to the flux in turn, and then ask what the flux means for lifetime.

**2. The model**

The line has width w, thickness t and a structure that repeats with period L. The x axis points from cathode to anode, the direction of electron flow, in which the electron wind pushes the atoms. The force per atom is

F = Z*eρj,

where Z* is the magnitude of the effective charge number, ρ the resistivity and j the magnitude of the current density. With σ the stress, positive in tension, and Ω the atomic volume, the stress-dependent chemical potential is μ = −Ωσ. The atomic flux is

J = (D/(kTΩ)) f, f = F x̂ − ∇μ.

A boundary of thickness δ and diffusivity D_gb enters through K_gb = δD_gb, an outer interface through K_i = δD_i. Boundaries run through the full thickness. The electric field is uniform, μ is continuous where paths meet, and Z* is for now the same on all paths. Within one period the flux is steady: atoms are neither deposited nor removed.

Angle brackets denote the sum over lattice and layers, divided by the volume Lwt. Thus ⟨Df²⟩ contains D_l f² integrated over the lattice and K f_τ² integrated over each layer, f_τ being the component of f in the layer. Let q = Df in the lattice and K f_τ in the layers. The effective diffusivity is defined by

D_eff F = ⟨q_x⟩.

**3. First contribution: lattice and interfaces**

A cross-section without a boundary has area wt and perimeter 2(w + t). Under a uniform force its mean diffusivity is

D_clear = D_l + K_i·2(w + t)/(wt) = D_l + 2K_i(1/w + 1/t).

The example has t = 500 nm, D_l = 0.077 nm²/s and D_i = 848 nm²/s, so K_i = 424 nm³/s and

D_clear = 0.077 + 2 × 424 × (0.001 + 0.002) = 2.62 nm²/s.

Nearly all of this comes from the interfaces. It is what remains when the boundaries contribute nothing.

**4. Second contribution: boundaries that cross the line**

The flow along a boundary with tangent τ is proportional to F·τ − dμ/ds, s being the distance along it. For a transverse boundary F·τ = 0. Setting μ = 0 everywhere then gives uniform flux in the lattice and interfaces and none along the boundary. This flux conserves atoms, so it is the solution, and D_eff = D_clear whatever the value of D_gb.

An inclined boundary does feel a force along itself. Its effect can be bounded by a minimum principle. Since q conserves atoms, does not leave the line, and μ is periodic, integration by parts gives ⟨q·∇μ⟩ = 0. Hence

⟨Df²⟩ = ⟨q·(F x̂ − ∇μ)⟩ = F⟨q_x⟩ = D_eff F².

Replace μ by μ + η with any periodic η. Then

⟨D|f − ∇η|²⟩ = ⟨Df²⟩ − 2⟨q·∇η⟩ + ⟨D|∇η|²⟩.

The middle term vanishes for the same reason as before, and the last is not negative. Every trial potential therefore gives an upper bound on D_eff F².

Suppose that slabs of total length g in each period contain no boundary. Choose a trial potential depending on x alone, with f = 0 in the slabs that contain boundaries and f = FL/g in the clear ones. The mean of f over the period is F, as periodicity requires. The boundaries drop out, and

D_eff F² ≤ (g/L) D_clear (FL/g)²,

D_eff ≤ D_clear L/g.

D_gb does not appear. Even a perfect short circuit can at most remove its own stretch of line from the resistance to atomic flow; the atoms must still cross the clear crystal. If the projections of the boundaries on x together cover the whole period, then g = 0 and this bound says nothing, although the boundaries may never touch.

A lower bound comes from trial fluxes. Let p be any periodic flux that conserves atoms and stays in the line, with P = ⟨p_x⟩. Then ⟨p·f⟩ = FP, because ⟨p·∇μ⟩ = 0. The Cauchy–Schwarz inequality gives

(FP)² ≤ ⟨p²/D⟩⟨Df²⟩ = ⟨p²/D⟩ D_eff F²,

D_eff ≥ P²/⟨p²/D⟩,

with K in place of D in the layers. Take p = D_l F in the lattice, K_i F in the interfaces and zero along the boundaries. Then P = D_clear F and ⟨p²/D⟩ = D_clear F², so D_eff ≥ D_clear.

**5. Third contribution: a boundary path along the line**

Now let a boundary path of length S per period run unbroken along the line. To the trial flux just used, add a constant flow K_gb FL/S along the path. Its x component, summed over one period, gives P the extra term

(K_gb FL/S)·L/(Lw) = K_gb FL/(Sw).

The extra term in ⟨p²/D⟩ is

(K_gb FL/S)²·S/(K_gb Lw) = K_gb F²L/(Sw).

With A = D_clear + K_gb L/(Sw), this means P = AF and ⟨p²/D⟩ = AF². Therefore

D_eff ≥ D_clear + K_gb L/(Sw).

This grows in proportion to D_gb without limit. The trial potential μ = 0 supplies an upper bound. A segment of length ℓ at angle θ to the line feels the force F cosθ, so

D_eff ≤ D_clear + K_gb Σℓcos²θ/(Lw).

In the example each period of the path has four 300 nm pieces parallel to the line, joined by four 45° pieces that each advance 200 nm. Thus S = 1200 + 1131 = 2331 nm. Four transverse branches of 400 nm lead to the side walls; they have cosθ = 0. With K_gb = 4.40×10⁴ nm³/s,

lower bound: 2.62 + 44.0 × 2000/2331 = 40.4 nm²/s,

upper bound: 2.62 + 44.0 × 1766/2000 = 41.5 nm²/s.

A finite-element solution, with μ taken as uniform through the thickness, gives 40.4 nm²/s, close to the lower bound. By the minimum principle, this restriction on μ can only raise the computed D_eff.

**6. Weighing the contributions**

The same solution was computed for four patterns, with the boundary diffusivity multiplied by 1, 100 and 10,000 and all else fixed. The ratios D_eff/D_clear are:

- transverse boundary: 1.00, 1.00, 1.00
- boundary at 45° across the full width: 1.28, 1.30, 1.30
- connected path: 15.4, 1440, 1.44×10⁵
- connected path interrupted by one bamboo grain: 4.70, 6.64, 6.67

For the inclined boundary g = 1000 nm and the bound is 2; the actual increase is much smaller. It saturates because crystal and interfaces, not the boundary, limit the flow.

The last pattern separates continuity from quantity. A 300 nm stretch of the connected structure is replaced by a grain spanning the width, closed by two transverse boundaries. The boundary length per period rises from 3931 to 5231 nm, yet the flux falls by a factor 15.4/4.70 = 3.3. Its cap is L/g = 2000/300 = 6.67, which the fastest boundaries reach.

A short bamboo grain thus breaks the path but leaves the flux well above that of a bamboo line. A series estimate shows why. The clear 15% of the length has relative diffusivity 1 and the other 85% about 15.4, so the whole has about 1/(0.15 + 0.85/15.4) = 4.9, near the computed 4.70. For the full benefit, nearly all of the line must be bamboo.

**7. From flux to time**

On lengths much greater than L, the line can be described by D_eff and a stress σ(x, t′), with t′ the time. Adding n atoms per unit volume changes the stress by −BΩn, B being the effective modulus of the confined line. Conservation, ∂n/∂t′ = −∂J/∂x, then gives

∂σ/∂t′ = BΩ ∂J/∂x.

With G = F/Ω the flux is J = (D_eff/kT)(∂σ/∂x + G), so

∂σ/∂t′ = ∂/∂x[κ(∂σ/∂x + G)], κ = D_eff BΩ/kT.

At a blocked cathode end, x = 0, the flux is zero. Set u = ∂σ/∂x + G. For uniform κ, u obeys the diffusion equation with u = 0 at the end and u = G initially. Its solution in a long line is u = G erf[x/(2√(κt′))], whose slope at the end is G/√(πκt′). Therefore

dσ(0)/dt′ = κG/√(πκt′) = G√(κ/(πt′)),

σ(0, t′) = 2G√(κt′/π).

If a void forms once the stress has risen by σ_c, the time needed is

t_c = πσ_c²/(4G²κ).

At fixed temperature, current, modulus and σ_c, this time is inversely proportional to D_eff.

The example uses Z* = 5, ρ = 5 µΩ cm and j = 1 MA/cm². The force is 0.0025 eV/µm, and with Ω = 0.017 nm³ one finds G = 23.6 MPa/µm. For B = 50 GPa, κ is 4.97×10⁻³ µm²/s in the connected line and 3.23×10⁻⁴ µm²/s in the transverse bamboo line. With σ_c = 200 MPa,

(π/4)(200/23.56)² = 56.6 µm².

Division by κ gives 1.14×10⁴ s, or 3.2 h, for the connected line and 48.7 h for the bamboo line. With 45° boundaries the bamboo time is 38 h. The advantage is a factor of 15 or 12.

**8. Where the advantage disappears**

*Short lines.* If both ends are blocked, the final flux is zero, so ∂σ/∂x = −G whatever κ is. The number of atoms is conserved, so for uniform B the mean stress change is zero and the peak tension is GL_line/2. Grain structure changes the time taken to reach this state but not the state itself. A 15 µm line, half connected and half bamboo, ends at 177 MPa, below σ_c. The limiting length is 2σ_c/G = 17 µm for both structures.

*Clusters.* Let a polycrystalline cluster of length ℓ lie in a long bamboo line, with κ_p inside and κ_b outside. Atoms leave its cathode-side end faster than they arrive, and tension builds there. At late times the stress outside has spread so far that its slope near the cluster vanishes, and the flux equals that of the bamboo line:

κ_p(∂σ/∂x + G) = κ_b G,

∂σ/∂x = −G(1 − κ_b/κ_p).

The equation is unchanged under x → −x, σ → −σ about the cluster's centre, so half the stress drop appears as tension:

σ_peak = (Gℓ/2)(1 − κ_b/κ_p).

This reaches σ_c at ℓ = 18 µm. A shorter isolated cluster does not reach σ_c by itself, though the blocked end of the line still can. Short clusters close together are not isolated: at late times the stress is level across the bamboo gap between them, so their stress drops add, and together they can reach σ_c. Levelling across the gap is slow, so whether this happens before the blocked end reaches σ_c depends on the cluster lengths and the gap.

In a much longer cluster the two ends act independently. From the blocked-end solution, a constant slope of magnitude m at the edge of a medium produces a stress s = 2m√(κt′/π) there. The slopes on the two sides of the junction are therefore a/√κ_b and a/√κ_p, with a common a = (s/2)√(π/t′). The stress falls away on both sides, so continuity of flux requires

κ_b(G + a/√κ_b) = κ_p(G − a/√κ_p),

a(√κ_b + √κ_p) = G(κ_p − κ_b),

a = G(√κ_p − √κ_b).

Setting s = σ_c gives

t_cluster = πσ_c²/[4G²(√κ_p − √κ_b)²].

This is 5.7 h, and a numerical solution of the stress equation for a 100 µm cluster gives the same. One long cluster removes most of the gain from 3.2 to 48.7 h.

*Fast interfaces.* If the interface activation energy is lowered from 0.9 eV to the boundary value of 0.7 eV, D_clear rises about a hundredfold and the ratio of lifetimes falls to 1.14. The interfaces then carry most of the flux in both structures, so the arrangement of the boundaries matters little.

**9. The model beside real lines**

The parameters are round values in the rough regime of aluminium-alloy chip lines in accelerated tests. The boundary activation energy of 0.7 eV is towards the upper end for aluminium, and σ_c is poorly known; the times scale as its square and count only the stage before a void forms. Real lines often break the assumption of uniform structure: narrow ones may contain clusters among bamboo grains. A long cluster inside the line can bring the bamboo result from 48.7 h down to 5.7 h, and a long one that starts at the blocked cathode end can bring it down to the 3.2 h of the connected line. In copper lines the interface with the capping layer is commonly a leading path, so the fast-interface limit is the more relevant one. In this model, the full advantage of bamboo grains therefore requires slow interfaces, a line longer than the stress-limited length, no sizeable cluster at the blocked end, and no cluster or closely spaced group of clusters that reaches σ_c before the blocked end does.

Test conditions also matter. At 373 K, with the same energies and prefactors, the advantage rises from 15 to 73, because the boundary path has a lower activation energy than the interfaces.

The neglected effects can be estimated for these numbers:

- A shift of 0.05 eV in the boundary activation energy changes D_gb by a factor 3.2. Applied to the whole path, it moves the advantage to about 1 + 14.4/3.2 = 5.5 or 1 + 14.4 × 3.2 = 47.
- Doubling the force inside boundaries raises the ratio of fluxes without a mean stress gradient to 30 over transverse and 19 over inclined bamboo. The response to a stress gradient keeps the old D_eff, so in the connected line the gradient that stops the flux rises by a factor 29.8/15.4 = 1.93. This factor multiplies G in t_c, which varies as 1/(G²κ), so in the averaged description of section 7 the lifetime advantage over transverse bamboo becomes 15.4 × (29.8/15.4)² = 29.8²/15.4, about 58. The force then differs between paths, and the bounds above no longer apply as they stand.
- Tension of 200 MPa speeds diffusion by exp(Ωσ_c/kT) = 1.6, if the activation volume equals Ω. The full factor applies only where and when the tension peaks, so both blocked-end times shorten by much less than this. They shorten in the same proportion, and the advantage is unchanged.
- Local stress at the inclined boundary has an amplitude of 11 MPa, or 6% of σ_c. If it added fully to the mean stress, the time would fall by about 11%. This is a ceiling: the local stress is proportional to the mean flux, which vanishes at a blocked end.
- Joule heating through 1 µm of oxide, estimated without lateral spreading, is 1.9 K and raises D_gb by 6%.
- Boundary electrical resistance, at a rough 3×10⁻¹⁶ Ω m², adds 0.3% to the line resistance, and the boundary thickness is 0.025% of the period.

Of these neglected effects, a shift in the boundary activation energy and a larger force inside the boundaries change the advantage most. Continuity decides whether the gain from fast boundaries is capped: along an unbroken path the flux grows with D_gb without limit, while boundaries separated by clear stretches of line can still carry atoms, but only up to the limit those stretches set. The full set of values is in the numerical output below, where the force appears as 0.0025 × 10³ eV/mm.

Table of computed values

```
Test temperature 500 K, use temperature 373 K
Width 1000 nm, thickness 500 nm, period 2000 nm
Fast-path thickness 0.5 nm
Activation: lattice 1.4, interface 0.9, boundary 0.7 eV
Prefactors: lattice 1e+13, fast paths 1e+12 nm^2/s
Z* 5, resistivity 5 uohm cm, j 1 MA/cm^2
Atomic volume 0.017 nm^3, modulus B 50 GPa
Critical stress rise 200 MPa
D lattice   0.0774 nm^2/s
D interface 848.0 nm^2/s
D boundary  8.797e+04 nm^2/s
D_clear     2.621 nm^2/s
Path length per period S 2331 nm
D_eff/D_clear for boundary D multiplied by 1, 100, 10000:
  transverse        1.000       1.000       1.000
  inclined          1.281       1.295       1.295
  interrupted       4.701       6.637       6.666
  connected        15.396    1440.352  143935.902
Cap L/g: inclined 2.000, interrupted 6.667
Clear length g: inclined 1000 nm, interrupted 300 nm
Boundary length per period: connected 3931 nm, interrupted 5231 nm
D_eff connected 40.36 nm^2/s, lower bound 40.35, upper 41.45
D_eff inclined bamboo 3.357 nm^2/s
Force per atom 0.0025 eV/mm *1e3
Stress gradient G 23.56 MPa/um
Drift speed: connected 8.43 nm/h, transverse bamboo 0.548 nm/h
kappa: connected 4.969e-03, bamboo 3.228e-04 um^2/s
Time to critical stress, connected: 3.16 h (numerical 3.16 h)
  transverse bamboo: 48.7 h
  inclined bamboo:   38.0 h
Lifetime ratio transverse bamboo/connected 15.40
Lifetime ratio inclined bamboo/connected 12.02
Blocked mixed line 15 um: final peak 176.7 MPa, G*L/2 176.7 MPa
Length limit 2*sigma_c/G 16.98 um
Cluster 10 um: peak 109.4 MPa, plateau formula 110.2 MPa
Critical cluster length 18.16 um
Cluster 100 um: critical after 5.70 h, formula 5.70 h
Lifetime ratio at 373 K 73.0
Ratio if interface as fast as boundary 1.144
Doubled boundary force: ratio to transverse 29.79, to inclined 19.08
Local stress amplitude: inclined 11.2 MPa, connected 0.5 MPa
Joule heating, 1 um oxide, 1.3 W/(m K): 1.92 K, boundary D times 1.064
Diffusion factor exp(Omega*sigma_c/kT) 1.64
Boundary D factor for 0.05 eV spread 3.19
Boundary resistance 3e-16 ohm m^2: share 0.30 %
Boundary thickness/period 0.025 %
```
